# Supercell dispersion of a defect level: Γ against the mean-value point, part 2

A defect repeated in a supercell turns its bound level \(E_0\) into a band \(E(\mathbf k)\). The question is which \(\mathbf k\) best reproduces \(E_0\). Algebra is in atomic units, numbers in eV and Å.

The host is a simple cubic lattice with spacing \(a\), sites \(\mathbf r=a(n_1,n_2,n_3)\), nearest-neighbour hopping \(-\tau\) and Hamiltonian \(H_0\). One site has attraction \(-U\), and \(E_0=-6\tau-E_b\). The function \(g(\mathbf r,E)=\langle \mathbf r|(H_0-E)^{-1}|0\rangle\) is positive and obeys
\[
g(\mathbf r,E)=\int_0^\infty d\beta\;e^{\beta E}\,I_{n_1}(2\tau\beta)\,I_{n_2}(2\tau\beta)\,I_{n_3}(2\tau\beta).\tag{1}
\]
\[
U\,g(0,E_0)=1.\tag{2}
\]
Here \(g',g''\) are energy derivatives of \(g(0,E)\) at \(E_0\), and the bound state is \(\psi(\mathbf r)=g(\mathbf r,E_0)/\sqrt{g'}\).

Images sit at \(\mathbf R=La(n_1,n_2,n_3)\); \(\mathbf k=\frac{2\pi}{La}(k_1,k_2,k_3)\) and \(c_i=\cos2\pi k_i\). Then
\[
\frac1U=F_{\mathbf k}(E)\equiv g(0,E)+\Delta_{\mathbf k}(E),\qquad \Delta_{\mathbf k}(E)=\sum_{\mathbf R\ne0}\cos(\mathbf k\cdot\mathbf R)\,g(\mathbf R,E).\tag{3}
\]
The error is \(\delta(\mathbf k)=E(\mathbf k)-E_0=\delta_1+\delta_2+\dots\). With \(\Delta\) and its energy derivative \(\Delta'\) at \(E_0\),
\[
\delta_1(\mathbf k)=\sum_{\mathbf R\neq0}t(\mathbf R)\cos(\mathbf k\cdot\mathbf R),\qquad t(\mathbf R)=-\frac{g(\mathbf R,E_0)}{g'},\tag{4}
\]
\[
\delta_2(\mathbf k)=\frac{\Delta\Delta'}{g'^2}-\frac{g''\Delta^2}{2g'^3}=\delta_1^2\left[\frac{\Delta'}{\Delta}-\frac{g''}{2g'}\right].\tag{5}
\]
Also \(t(\mathbf R)=-U\psi(0)\psi(\mathbf R)<0\).

For \(A=2B\cosh\lambda\), \(m\ge0\),
\[
\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}\frac{e^{im\theta}}{A-2B\cos\theta}=\frac{e^{-m\lambda}}{2B\sinh\lambda}.\tag{6}
\]
With \(\cosh\kappa a=1+E_b/2\tau\) and \(C'\equiv\cosh\kappa'a=1+E_b/4\tau\), at large \(n\)
\[
g(n,0,0)\to\frac{e^{-\kappa na}}{4\pi\tau n}.\tag{7}
\]
\[
g(n,n,0)\to\frac{e^{-2\kappa'na}}{4\pi\tau n\sqrt{2C'}}.\tag{8}
\]
Where the first shell dominates,
\[
\delta_2\approx\delta_1^2\left[\frac{L}{2\tau\sinh\kappa a}-\frac{g''}{2g'}\right],\tag{9}
\]

Shells \((100),(110),(111),(200)\) have amplitudes \(t_1,\dots,t_4\) and \(\delta_1=\sum_jS_jt_j+\dots\), with
\[
S_1=2\sum_ic_i,\quad S_2=4\sum_{i<j}c_ic_j,\quad S_3=8c_1c_2c_3,\quad S_4=2\sum_i\cos4\pi k_i .
\]
The points are \(\Gamma\), \(R=(\frac12,\frac12,\frac12)\), \(P=(\frac12,\frac14,0)\) and \(Q=(\frac14,\frac14,\frac14)\). \(\Gamma\) is always the band bottom, with \(E(\Gamma)<E_0\); for large enough \(L\) it has the largest \(|\delta|\), because all \(t\) share a sign. \(P\) zeroes \(S_1,S_3\); \(Q\) zeroes \(S_1,S_2,S_3\), and
\[
E_L(Q)=E_{2L}(R)\quad\text{exactly},\qquad \delta(Q)\approx-6t_4=\frac{6\,g(2L,0,0)}{g'}>0.\tag{11}
\]

### A converged mesh does not reach the isolated level

The zone average of \(\cos\mathbf k\cdot\mathbf R\) is zero for \(\mathbf R\neq0\), so \(\langle\delta_1\rangle=0\). For \(\delta_2\), \(\langle\cos\mathbf k\cdot\mathbf R\,\cos\mathbf k\cdot\mathbf R'\rangle=\frac12(\delta_{\mathbf R,\mathbf R'}+\delta_{\mathbf R,-\mathbf R'})\), and as \(g\) is even the two halves are equal. Then (5) gives, to second order,
\[
\langle\delta\rangle\approx\sum_{\mathbf R\ne0}\left[\frac{g(\mathbf R)\,\partial_Eg(\mathbf R)}{g'^2}-\frac{g''g(\mathbf R)^2}{2g'^3}\right].\tag{12}
\]
Dense sampling converges to the centre of gravity of a periodic array of defects, which differs from \(E_0\) at the same exponential order as \(\delta(Q)\). For large \(L\), (12) tends to \(6t_1^2L/(2\tau\sinh\kappa a)\) with \(t_1^2=e^{-2\kappa La}/(4\pi\tau Lg')^2\), while \(\delta(Q)\to6e^{-2\kappa La}/(8\pi\tau Lg')\). The powers of \(L\) cancel in the ratio:
\[
\frac{\langle\delta\rangle}{\delta(Q)}\to\frac{1}{4\pi\tau^2g'\sinh\kappa a}.\tag{13}
\]
For weak binding, \(g'\approx\frac{1}{2\pi^2}\int_0^\infty\theta^2d\theta/(\tau\theta^2+E_b)^2=1/(8\pi\tau^{3/2}E_b^{1/2})\) and \(\sinh\kappa a\approx(E_b/\tau)^{1/2}\), so the ratio is \(2\). For strong binding, \(g'\approx E_b^{-2}\) and \(\sinh\kappa a\approx E_b/2\tau\), so it is \(E_b/2\pi\tau\), which is large. In between there is no proof here, but evaluating \(g'\) from (1) for \(E_b\) from \(10^{-3}\tau\) to \(300\tau\) gives a ratio above \(1.8\) throughout, with its minimum, about \(1.82\), near \(E_b\approx0.4\tau\).

### The price: real wavefunctions

With a real Hamiltonian, \(\Psi_{\mathbf k}^*\) is an eigenstate at \(-\mathbf k\). It belongs to the same Bloch sector, so that eigenstates can be chosen real and only half of the plane-wave coefficients are independent, when \(2\mathbf k\) is a reciprocal lattice vector, that is when each \(k_i\) is \(0\) or \(\frac12\). At these eight points \(c_i=\pm1\), and \(S_1\) is twice a sum of three signs: \(\pm6\) or \(\pm2\), never zero. In a simple cubic cell no single point is both real and a zero of the first shell. At \(Q\) the Bloch condition gives \(\Psi(La,0,0)=i\Psi(0)\), so the wavefunction is complex in real space and the pairing of the coefficients at \(\mathbf G\) and \(-\mathbf G\) is lost. With an inversion centre, as in this model, the plane-wave Hamiltonian \(\varepsilon(\mathbf k+\mathbf G)\,\delta_{\mathbf G\mathbf G'}-U/L^3\) is still real at every \(\mathbf k\), so the coefficients can be chosen real, but all of them are independent.

Two real calculations, at \(\Gamma\) and \(R\), give each image the weight \(\frac12[1+(-1)^{n_1+n_2+n_3}]\). This removes the first and third shells and keeps the second in full. It also keeps \(\delta_2\), because the average is taken over energies, each of which carries its own \(\delta_1^2\approx36t_1^2\):
\[
\tfrac12[\delta(\Gamma)+\delta(R)]\approx12t_2+\tfrac12[\delta_2(\Gamma)+\delta_2(R)].
\]
At \(Q\) the cancellation happens inside \(\Delta\), before the equation is solved, and so reaches the nonlinear terms as well.

### Where \(\Gamma\) is not the worst point

In one dimension there is no shell between \(e^{-\kappa La}\) and \(e^{-2\kappa La}\). For a chain, (6) gives \(g(n)=e^{-\lambda|n|}/(2\tau\sinh\lambda)\) with \(E=-2\tau\cosh\lambda\). Equation (2) gives \(\sinh\lambda_0=U/2\tau\) and \(E_0=-\sqrt{4\tau^2+U^2}\). With \(x=e^{-\lambda L}\) and \(\sigma=+1\) at \(\Gamma\), \(-1\) at the zone edge, the image sum is geometric and (3) becomes \(\sinh\lambda=s_0(1+\sigma x)/(1-\sigma x)=s_0(1+2\sigma x+2x^2+\dots)\), where \(s_0=\sinh\lambda_0\), \(c_0=\cosh\lambda_0\), \(T=s_0/c_0\). Put \(\lambda=\lambda_0+\eta_1+\eta_2\), so that \(x\approx x_0(1-L\eta_1)\) with \(x_0=e^{-\lambda_0L}\). First order gives \(c_0\eta_1=2\sigma s_0x_0\), or \(\eta_1=2\sigma Tx_0\). Second order gives \(c_0\eta_2+\frac12s_0\eta_1^2=2s_0x_0^2-2\sigma s_0x_0L\eta_1\), or \(\eta_2=Tx_0^2(2-4LT-2T^2)\). The energy shift is \(\delta=-2\tau(s_0\eta_1+s_0\eta_2+\frac12c_0\eta_1^2)\), and \(\frac12c_0\eta_1^2=2c_0T^2x_0^2=2s_0Tx_0^2\). Collecting terms,
\[
\delta=4\tau s_0T\left[-\sigma x_0+(2LT+T^2-2)\,x_0^2\right].\tag{14}
\]
For \(2LT+T^2>2\) the even term is positive, and the zone edge has the larger error although \(\Gamma\) remains the band bottom. With \(\tau=U=1\) eV and \(L=8\): \(E_0=-2.236\) eV, \(s_0=0.5\), \(c_0=1.118\), \(T=0.4472\), \(x_0=(s_0+c_0)^{-8}=0.02129\), and \(4\tau s_0T=0.8944\) eV. The odd term is \(0.8944\times0.02129=1.904\times10^{-2}\) eV and the even term \(0.8944\times5.355\times4.53\times10^{-4}=2.17\times10^{-3}\) eV. Diagonalization gives \(-1.720\times10^{-2}\) eV at \(\Gamma\) and \(+2.175\times10^{-2}\) eV at the edge, with half difference \(1.948\times10^{-2}\) eV and half sum \(2.27\times10^{-3}\) eV; (14) falls short of these by about 2% and 4–5% of their values, the orders it omits.

The second failure comes from tails that change sign. Reverse the hopping along \(x\), which moves the host band minimum to \((\pi/a,0,0)\), a minimal model of a defect level split off from a valley away from the zone centre. The substitution \(\Psi(\mathbf r)=(-1)^{n_1}\Phi(\mathbf r)\), with \(n_1\) the site index, restores the original Hamiltonian and leaves \(E_0\) unchanged, but the Bloch phase across the cell picks up \((-1)^L\). For even \(L\) nothing changes. For odd \(L\) the band is displaced by \((\frac12,0,0)\): the bottom, and for large cells the worst point, moves to \(X=(\frac12,0,0)\), while \(\Gamma\) inherits \(c=(-1,1,1)\), with \(S_1=2\) and \(S_2=-4\). The point \(Q\) maps to \((\frac34,\frac14,\frac14)\equiv(-\frac14,\frac14,\frac14)\), a mirror image of itself, so its cancellation is untouched. The cancellation at \(Q\) makes no use of the sign of \(t\); the claim about \(\Gamma\) does. A state of \(p\) symmetry, whose amplitudes along and across its axis differ in sign, falls outside the \(\Gamma\) argument for the same reason, and a degenerate level turns \(t(\mathbf R)\) into a matrix, a case not treated here.

### Numbers

The parameters are round model values: \(a=3\) Å, \(\tau=1\) eV, \(U=5\) eV. Solving \(g(0,E_0)=1/U=0.2\) eV\(^{-1}\) with (1) gives \(E_0=-6.4008\) eV \(=-0.23522\) hartree, \(E_b=0.4008\) eV, \(g'=0.065726\) eV\(^{-2}\) and \(g''=0.088882\) eV\(^{-3}\). The weight on the defect site is \(0.04/0.065726=0.609\). From \(\cosh\kappa a=1.2004\), \(\kappa a=0.62296\), \(\sinh\kappa a=0.664\) and the decay length is \(4.82\) Å; from \(C'=1.1002\), \(2\kappa'a=0.8880\).

The main cell has \(L=6\), a side of \(18\) Å and \(\kappa La=3.738\); each component of \(Q\) is \(0.0873\) Å\(^{-1}\). The quadrature gives \(g(6,0,0)=3.296\times10^{-4}\) eV\(^{-1}\), which is 4% above the asymptotic value \(3.158\times10^{-4}\) eV\(^{-1}\) of (7). Equation (8) gives \(e^{-5.328}/(4\pi\times6\times1.483)=4.34\times10^{-5}\) eV\(^{-1}\) against the computed \(4.327\times10^{-5}\) eV\(^{-1}\). Then \(t_1=-3.2958\times10^{-4}/0.065726=-5.014\times10^{-3}\) eV, the value also obtained as \(-U\psi(0)\psi(\mathbf R)\) from a diagonalized eigenvector, and \(t_2=-6.583\times10^{-4}\), \(t_3=-1.554\times10^{-4}\), \(t_4=-5.815\times10^{-5}\) eV. The first Fourier coefficient of the exact band is \(-4.928\times10^{-3}\) eV, 1.7% smaller in size than \(t_1\), since it contains higher orders.

At \(\Gamma\), in units of \(10^{-3}\) eV, the four shells give \(-30.09-7.90-1.24-0.35=-39.58\), and all shells give \(\delta_1=-40.30\). Adding \(\delta_2=+7.29\) gives \(-33.01\), within 5% of the exact
\[
\delta(\Gamma)=-3.46\times10^{-2}\ \text{eV}=-1.27\times10^{-3}\ \text{hartree}.
\]
First order alone is off by 16% of the exact error here, and by 4.3% and 1.2% at \(L=8\) and \(10\). At \(R\) the four shells give \(30.09-7.90+1.24-0.35=23.08\), all shells \(23.37\), and with \(\delta_2=1.77\) the sum \(25.14\) is 1% below the exact \(25.40\). The bracket in (9) is \(6/1.328-0.676=4.52-0.68=3.84\) eV\(^{-1}\), whereas \(\delta_2/\delta_1^2\) is \(4.49\) eV\(^{-1}\) at \(\Gamma\) and \(3.24\) eV\(^{-1}\) at \(R\). The split has the sign that (8) requires: the second shell has the larger logarithmic derivative \(L/(2\tau\sinh\kappa'a)\), and it enters \(\Delta\) with the sign of the first shell at \(\Gamma\) and against it at \(R\).

At \(P\), \(-4t_2+2t_4=2.633-0.116=2.517\) in the same unit; all shells give \(2.466\), and the exact value is \(2.502\). This point, which zeroes the first and third shells and leaves the second with \(S_2=-4\) instead of \(12\), has an error smaller than that of \(\Gamma\) by a factor \(34.65/2.502\approx14\). At \(Q\), \(-6t_4=0.349\), the full first order is \(0.3306\), \(\delta_2\) is only \(0.0009\), and
\[
\delta(Q)=+3.31\times10^{-4}\ \text{eV}=1.22\times10^{-5}\ \text{hartree},
\]
smaller than \(|\delta(\Gamma)|\) by a factor \(104.5\). The full first order is 5.3% below \(-6t_4\). The next surviving shell, \((220)\), has twelve members with sign \(+1\), and (7) and (8) at \(n=12\) put it at \(-(2/1.483)\,e^{-12(0.8880-0.6230)}=-5.6\%\) of the leading term. The doubling identity shows in two places: \(\delta(R)\) at \(L=12\) is again \(3.3145\times10^{-4}\) eV, and \(\delta(Q)\) at \(L=4\) and \(\delta(R)\) at \(L=8\) are both \(5.6461\times10^{-3}\) eV.

The errors in eV for three cells are:

| \(L\) | \(\Gamma\) | \(R\) | \((\Gamma+R)/2\) | \(Q\) |
|---|---|---|---|---|
| 4 | \(-1.72\times10^{-1}\) | \(1.39\times10^{-1}\) | \(-1.65\times10^{-2}\) | \(5.65\times10^{-3}\) |
| 6 | \(-3.46\times10^{-2}\) | \(2.54\times10^{-2}\) | \(-4.62\times10^{-3}\) | \(3.31\times10^{-4}\) |
| 8 | \(-7.25\times10^{-3}\) | \(5.65\times10^{-3}\) | \(-8.00\times10^{-4}\) | \(2.12\times10^{-5}\) |

The ratio \(|\delta(\Gamma)/\delta(Q)|\) is \(30.4\), \(104.5\), \(342.6\), growing by \(3.4\) and \(3.3\) per step against the asymptotic \(e^{2\kappa a}=3.5\). The \(12\) Å cell at \(Q\) is more accurate than the \(24\) Å cell at \(\Gamma\). The real pair is \(4.62/0.331\approx14\) times worse than \(Q\) at \(L=6\) and \(80.0/2.12\approx38\) times worse at \(L=8\). At \(L=6\) its two parts are comparable: the first-order half sum is \(\frac12(-40.30+23.37)=-8.47\) and the second-order half sum \(\frac12(7.29+1.77)=+4.53\), in \(10^{-3}\) eV, and their sum \(-3.94\) misses the exact \(-4.62\) by 15% of it. The pair equals \(-\frac12\left(|\delta(\Gamma)|-\delta(R)\right)\), so its negative sign says that \(\Gamma\) has the larger error, and its size is half the excess.

The zone mean, taken on an \(8\times8\times8\) mesh, is \(5.72\times10^{-4}\) eV at \(L=6\) and \(3.65\times10^{-5}\) eV at \(L=8\); formula (12) gives \(6.04\times10^{-4}\) and \(3.69\times10^{-5}\) eV, high by 5.6% and 1.1% of the mesh values. The single point \(Q\) is thus closer to the isolated level than the dense mesh, by a factor \(1.73\) in both cells, near the large-cell limit (13), \(1/(4\pi\times0.065726\times0.664)=1.82\). For these parameters and cells, replacing \(Q\) by the dense mesh describes the periodic array better and the isolated defect worse.

For the host with reversed \(x\) hopping and \(L=7\), the errors are \(-3.35\times10^{-3}\) eV at \(\Gamma\), \(-1.58\times10^{-2}\) eV at \(X\) and \(+8.3\times10^{-5}\) eV at \(Q\). The ratio of \(\Gamma\) to \(X\) is \(0.21\), below the first-shell value \(2/6\), in the direction set by the second shell: \(2t_1-4t_2\) at \(\Gamma\) against \(6t_1+12t_2\) at \(X\). A small \(\Gamma\) error of this kind depends on the parity of \(L\) and disappears in the next even cell.

The numerical check diagonalizes the real-space Bloch Hamiltonians and checks them against the quadrature of (1) for the secular equation, both orders of the expansion and the zone mean. It checks the quadrature against the axial law (7) and the decay rate in (8). From the diagonalizations, with \(E_0\) taken from the quadrature or, for the chain, from its closed form, it asserts the doubling identity, the position of \(\Gamma\) as lowest and worst point of the mesh for \(L=6\) and \(8\), and the two counterexamples.

## Computed results

```
inputs: a = 3.0 A, tau = 1.0 eV, U = 5.0 eV
E0 = -6.400791 eV = -0.235225 hartree; Eb = 0.400791 eV
g(0) = 0.200000 1/eV, g' = 0.065726 1/eV^2, g'' = 0.088882 1/eV^3
psi(0)^2 = 0.60859
kappa*a = 0.62296, kappa = 0.20765 1/A, 1/kappa = 4.816 A
2*kappa'*a = 0.88800, numerical slope at n=30: 0.88798
S1..S4 at Gamma: 6 12 8 6
S1..S4 at R: -6 12 -8 6
S1..S4 at P: 0 -4 0 2
S1..S4 at Q: 0 0 0 -6
main cell L = 6: side 18.0 A, kappa*L*a = 3.7377, Q component 0.08727 1/A
L=6 shell (1, 0, 0): g = 3.2958e-04 1/eV, t = -5.0145e-03 eV
L=6 shell (1, 1, 0): g = 4.3268e-05 1/eV, t = -6.5831e-04 eV
L=6 shell (1, 1, 1): g = 1.0216e-05 1/eV, t = -1.5543e-04 eV
L=6 shell (2, 0, 0): g = 3.8221e-06 1/eV, t = -5.8152e-05 eV
L=6 t1 from eigenvector = -5.0145e-03 eV, from band Fourier = -4.9283e-03 eV
L=6 asymptotic g1 = 3.1576e-04 1/eV
L=6 6t1 = -3.0087e-02 eV, 12t2 = -7.8997e-03 eV, 8t3 = -1.2435e-03 eV
L=6 -4t2 = 2.6332e-03 eV, -6t4 = 3.4891e-04 eV
L=6 G: d1 = -4.0300e-02, d2 = 7.2894e-03, exact = -3.4648e-02 eV
L=6 R: d1 = 2.3369e-02, d2 = 1.7712e-03, exact = 2.5403e-02 eV
L=6 P: d1 = 2.4658e-03, d2 = 3.5107e-05, exact = 2.5017e-03 eV
L=6 Q: d1 = 3.3056e-04, d2 = 8.8662e-07, exact = 3.3145e-04 eV
L=6 main: delta(G) = -1.2733e-03, delta(Q) = 1.2181e-05 hartree
L=12 delta(R) = 3.3145e-04 eV
L=4 (12 A) delta G -1.7159e-01 R 1.3865e-01 P 2.1344e-02 Q 5.6461e-03 eV
L=4 pair (G+R)/2 = -1.6470e-02 eV, |G/Q| = 30.4
L=6 (18 A) delta G -3.4648e-02 R 2.5403e-02 P 2.5017e-03 Q 3.3145e-04 eV
L=6 pair (G+R)/2 = -4.6224e-03 eV, |G/Q| = 104.5
L=8 (24 A) delta G -7.2469e-03 R 5.6461e-03 P 3.2631e-04 Q 2.1153e-05 eV
L=8 pair (G+R)/2 = -8.0039e-04 eV, |G/Q| = 342.6
L=6 zone mean delta = 5.7209e-04 eV, second-order formula = 6.0410e-04 eV
L=8 zone mean delta = 3.6529e-05 eV, second-order formula = 3.6922e-05 eV
relative error of d1 at Gamma, L=6,8,10: 0.1631 0.0427 0.0115
chain U = 1.0 eV, L = 8: E0 = -2.236068 eV
chain delta(Gamma) = -1.7204e-02 eV, delta(edge) = 2.1748e-02 eV
flipped host L=7: delta G -3.3524e-03 X -1.5769e-02 Q 8.3157e-05 eV
```
